**Exchange hole and LDA dissociation error of stretched H2+**

For one electron shared equally between two distant protons, the exact exchange hole places half an electron on each proton. Spin-polarized LDA exchange gives the two half-electron densities the energy Δ = −5/16 + K(1 − 2^(−1/3)) Ry relative to a hydrogen atom and a proton, where −K is the LDA exchange energy of the hydrogen density. The program integrates the hole from its definition and asserts that the spheres around the two protons hold equal charge, that this charge does not depend on the chosen reference points, and that at R = 12 bohr it agrees with the half-atom formula. It also asserts the energy formulas against radial quadrature, a functional library and molecular integrals at finite separation R, for equal and unequal electron fractions w. The output shows −0.4997 electron in each sphere at R = 12 bohr and a frozen-density error of −0.20191 Ry, or −2.747 eV. Self-consistent relaxation changes the error to −0.2021 Ry, while adding local correlation to the frozen-density result gives −0.1975 Ry.

## Check in Python

```python
# Result under test: in stretched H2+ the exact exchange hole -|gamma(r,r')|^2/n(r)
# puts half an electron on each proton, while spin-polarized LDA exchange makes two
# half-electron H densities lower than H + proton by
#   Delta = -5/16 + K (1 - 2^(-1/3)) Ry,   K = (81/128) (6/pi^2)^(1/3) Ry.
# Symbols: R = proton separation (bohr), w = electron fraction on proton A,
# U = Hartree energy, K = minus the LDA exchange energy of the H atom density.
# Energies are in Ry; pyscf returns hartree, which is multiplied by 2.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import gammainc, spherical_jn
from pyscf import gto, scf, dft

RY_EV = constants.physical_constants['Rydberg constant times hc in eV'][0]
HARTREE_IN_RY = 2.0
BASIS = {'H': gto.expand_etbs([(0, 16, 0.03, 2.2), (1, 5, 0.1, 2.5)])}


def make_molecule(separation):
    return gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, separation)]],
                 unit='Bohr', basis=BASIS, charge=1, spin=1, verbose=0)


def one_electron_orbitals(mol):
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    return eigh(h, mol.intor('int1e_ovlp'))


def hole_charge(mol, orbitals, reference, centre_z, radius):
    """Integrate the hole from its definition over a sphere on the bond axis."""
    x, wx = np.polynomial.legendre.leggauss(80)
    c, wc = np.polynomial.legendre.leggauss(48)
    r, wr = 0.5 * radius * (x + 1), 0.5 * radius * wx
    rr, cc = np.meshgrid(r, c, indexing='ij')
    points = np.column_stack([(rr * np.sqrt(1 - cc**2)).ravel(),
                              np.zeros(rr.size), (centre_z + rr * cc).ravel()])
    weights = (2 * np.pi * (wr * r**2)[:, None] * wc[None, :]).ravel()
    at_points = mol.eval_gto('GTOval_sph', points) @ orbitals
    at_ref = (mol.eval_gto('GTOval_sph', np.array([reference])) @ orbitals)[0]
    gamma = at_points @ at_ref
    return -np.dot(weights, gamma**2) / np.dot(at_ref, at_ref)


# ---- exact exchange hole of H2+ ----
print('Exact hole charge in spheres of radius R/2, electron at proton A')
for R in (4.0, 8.0, 12.0):
    mol = make_molecule(R)
    levels, orbs = one_electron_orbitals(mol)
    ground = orbs[:, :1]
    on_A = hole_charge(mol, ground, (0, 0, 0), 0.0, R / 2)
    on_B = hole_charge(mol, ground, (0, 0, 0), R, R / 2)
    assert abs(on_A - on_B) < 1e-5
    for ref in ((0.7, 0, 0.3), (0, 0, R), (0.4, 0, R - 1)):
        assert abs(hole_charge(mol, ground, ref, 0.0, R / 2) - on_A) < 1e-8
    print(f'  R = {R:4.1f} bohr: on A {on_A:.5f} e, on B {on_B:.5f} e')
atomic_sphere = -0.5 * gammainc(3, R)
assert abs(on_A - atomic_sphere) < 1e-3
print(f'  half-atom formula at R = {R:.0f} bohr: {atomic_sphere:.5f} e')
pair_A = hole_charge(mol, orbs[:, :2], (0, 0, 0), 0.0, R / 2)
pair_B = hole_charge(mol, orbs[:, :2], (0, 0, 0), R, R / 2)
assert abs(pair_A + 1) < 3e-3 and abs(pair_B) < 3e-3
print(f'Two parallel spins, R = {R:.0f} bohr: on A {pair_A:.4f} e, on B {abs(pair_B):.4f} e (size)')

# ---- energies of hydrogen densities ----
U_H = 5 / 8
K = 81 / 128 * (6 / np.pi**2)**(1 / 3)
density = lambda r: np.exp(-2 * r) / np.pi
U_numeric = 2 * quad(lambda r: 4 * np.pi * r * density(r) * gammainc(3, 2 * r), 0, 40)[0]
assert abs(U_numeric - U_H) < 1e-8

x, wx = np.polynomial.legendre.leggauss(300)
r, wr = 10 * (x + 1), 10 * wx


def library_energy(functional, fraction):
    up = fraction * density(r)
    per_electron = dft.libxc.eval_xc(functional, (up, np.zeros_like(up)), spin=1)[0]
    return HARTREE_IN_RY * np.dot(wr * 4 * np.pi * r**2, up * per_electron)


for fraction in (1.0, 0.75, 0.5):
    assert abs(library_energy('lda,', fraction) + K * fraction**(4 / 3)) < 1e-6


def delta(w):
    return U_H * (w**2 + (1 - w)**2 - 1) + K * (1 - w**(4 / 3) - (1 - w)**(4 / 3))


error_halves = U_H / 2 - 2**(-1 / 3) * K
error_atom = U_H - K
result = -5 / 16 + K * (1 - 2**(-1 / 3))
numeric_result = (2 * (0.25 * U_numeric + library_energy('lda,', 0.5))
                  - U_numeric - library_energy('lda,', 1.0))
assert abs(numeric_result - result) < 3e-6
fractions = np.linspace(0, 1, 2001)
assert abs(fractions[np.argmin(delta(fractions))] - 0.5) < 1e-9
print(f'Hartree energy: H atom {U_H:.5f} Ry, two halves {U_H/2:.5f} Ry')
print(f'LDA exchange: H atom {-K:.5f} Ry, two halves {-2**(-1/3)*K:.5f} Ry')
print(f'Exact exchange: H atom {-U_H:.5f} Ry, two halves {-U_H/2:.5f} Ry')
print(f'Change H -> halves: Hartree {-U_H/2:.5f} Ry, LDA exchange {K*(1-2**(-1/3)):.5f} Ry')
print(f'LDA error against exact: two halves {error_halves:.5f} Ry, H atom {error_atom:+.5f} Ry')
print(f'LDA dissociation error: {result:.5f} Ry = {result*RY_EV:.3f} eV')
for w in (1.0, 0.9, 0.75, 0.5):
    print(f'  Delta at w = {w:.2f}: {delta(w):.5f} Ry')

# ---- frozen densities in the real molecule at finite R ----
atom = gto.M(atom='H 0 0 0', basis=BASIS, spin=1, verbose=0)
atom_levels, atom_orbs = one_electron_orbitals(atom)
s_orbital = atom_orbs[:, 0]
assert abs(HARTREE_IN_RY * atom_levels[0] + 1) < 5e-5
print('Frozen-density molecule, total energies')
for R, w in ((15.0, 0.5), (30.0, 0.5), (15.0, 0.75)):
    mol = make_molecule(R)
    psi = np.concatenate([np.sqrt(w) * s_orbital, np.sqrt(1 - w) * s_orbital])
    psi /= np.sqrt(psi @ mol.intor('int1e_ovlp') @ psi)
    dm_up = np.outer(psi, psi)
    dm = np.array([dm_up, np.zeros_like(dm_up)])
    exact_method = scf.UHF(mol)
    exact_energy = HARTREE_IN_RY * exact_method.energy_tot(dm=dm)
    hartree = HARTREE_IN_RY * 0.5 * np.sum(dm_up * exact_method.get_j(mol, dm_up))
    repulsion = 2 * w * (1 - w) / R
    assert abs(hartree - U_H * (w**2 + (1 - w)**2) - repulsion) < 2e-4
    assert abs(exact_energy + 1) < 2e-4
    lda_method = dft.UKS(mol)
    lda_method.xc = 'lda,'
    lda_method.grids.level = 5
    lda_energy = HARTREE_IN_RY * lda_method.energy_tot(dm=dm)
    predicted = -1 + error_atom + delta(w) + repulsion
    assert abs(lda_energy - predicted) < 3e-4
    print(f'  R = {R:.0f} bohr, w = {w:.2f}: exact exchange {exact_energy:.4f} Ry, '
          f'LDA {lda_energy:.4f} Ry')
    print(f'    LDA formula {predicted:.4f} Ry, of which repulsion {repulsion:.4f} Ry')


# ---- self-consistent atoms with whole and half occupation ----
def relaxed_energy(occupation):
    method = dft.UKS(atom)
    method.xc = 'lda,'
    method.grids.level = 5

    def fixed_occupation(mo_energy=None, mo_coeff=None):
        occ = np.zeros_like(np.asarray(mo_energy))
        occ[0, 0] = occupation
        return occ

    method.get_occ = fixed_occupation
    start = occupation * np.outer(s_orbital, s_orbital)
    energy = method.kernel(np.array([start, np.zeros_like(start)]))
    assert method.converged
    return HARTREE_IN_RY * energy


relaxed_atom = relaxed_energy(1.0)
relaxed_halves = 2 * relaxed_energy(0.5)
relaxed_result = relaxed_halves - relaxed_atom
assert relaxed_atom < -1 + error_atom and relaxed_halves < -1 + error_halves
assert abs(relaxed_result - result) < 0.01
print(f'Relaxed LDA exchange: H {relaxed_atom:.4f} Ry, two halves {relaxed_halves:.4f} Ry')
print(f'Relaxed dissociation error: {relaxed_result:.4f} Ry = {relaxed_result*RY_EV:.2f} eV')

# ---- local correlation (Perdew-Wang parametrization), frozen densities ----
corr_atom = library_energy(',lda_c_pw', 1.0)
corr_halves = 2 * library_energy(',lda_c_pw', 0.5)
corr_shift = corr_halves - corr_atom
assert 0 < corr_shift < 0.1 * abs(result)
print(f'LDA correlation: H {corr_atom:.4f} Ry, two halves {corr_halves:.4f} Ry')
print(f'Frozen error with correlation: {result+corr_shift:.4f} Ry '
      f'= {(result+corr_shift)*RY_EV:.2f} eV')

# ---- LDA model hole for an electron at a proton of the stretched molecule ----
n_ref = 0.5 * density(0.0)
k_fermi = (6 * np.pi**2 * n_ref)**(1 / 3)


def model_hole(u):
    t = k_fermi * u
    return -n_ref * (3 * spherical_jn(1, t) / t)**2


def shell_integral(power, limit):
    edges = np.linspace(1e-9, limit, 101)
    return sum(quad(lambda u: 4 * np.pi * u**power * model_hole(u), a, b)[0]
               for a, b in zip(edges[:-1], edges[1:]))


far = 150.0
assert abs(shell_integral(2, far) - 3 / (np.pi * k_fermi * far) + 1) < 1e-4
lda_potential = shell_integral(1, far)
assert abs(lda_potential + 1.5 * (6 * n_ref / np.pi)**(1 / 3)) < 1e-4
near_charge = shell_integral(2, 6.0)
exact_potential = -0.5 * quad(lambda s: 4 * np.pi * s * density(s), 0, 40)[0]
assert near_charge < -0.85 and lda_potential < exact_potential
print(f'LDA hole, electron at a proton: {near_charge:.3f} e within 6 bohr')
print(f'Exchange energy per electron there, R infinite: LDA {lda_potential:.4f} Ry, '
      f'exact {exact_potential:.4f} Ry')
print('done: every assertion held')
```

Printed output:

```
Exact hole charge in spheres of radius R/2, electron at proton A
  R =  4.0 bohr: on A -0.38108 e, on B -0.38108 e
  R =  8.0 bohr: on A -0.49150 e, on B -0.49150 e
  R = 12.0 bohr: on A -0.49970 e, on B -0.49970 e
  half-atom formula at R = 12 bohr: -0.49974 e
Two parallel spins, R = 12 bohr: on A -0.9995 e, on B 0.0000 e (size)
Hartree energy: H atom 0.62500 Ry, two halves 0.31250 Ry
LDA exchange: H atom -0.53607 Ry, two halves -0.42548 Ry
Exact exchange: H atom -0.62500 Ry, two halves -0.31250 Ry
Change H -> halves: Hartree -0.31250 Ry, LDA exchange 0.11059 Ry
LDA error against exact: two halves -0.11298 Ry, H atom +0.08893 Ry
LDA dissociation error: -0.20191 Ry = -2.747 eV
  Delta at w = 1.00: 0.00000 Ry
  Delta at w = 0.90: -0.06712 Ry
  Delta at w = 0.75: -0.14802 Ry
  Delta at w = 0.50: -0.20191 Ry
Frozen-density molecule, total energies
  R = 15 bohr, w = 0.50: exact exchange -1.0000 Ry, LDA -1.0797 Ry
    LDA formula -1.0796 Ry, of which repulsion 0.0333 Ry
  R = 30 bohr, w = 0.50: exact exchange -1.0000 Ry, LDA -1.0963 Ry
    LDA formula -1.0963 Ry, of which repulsion 0.0167 Ry
  R = 15 bohr, w = 0.75: exact exchange -1.0000 Ry, LDA -1.0341 Ry
    LDA formula -1.0341 Ry, of which repulsion 0.0250 Ry
Relaxed LDA exchange: H -0.9142 Ry, two halves -1.1163 Ry
Relaxed dissociation error: -0.2021 Ry = -2.75 eV
LDA correlation: H -0.0444 Ry, two halves -0.0400 Ry
Frozen error with correlation: -0.1975 Ry = -2.69 eV
LDA hole, electron at a proton: -0.925 e within 6 bohr
Exchange energy per electron there, R infinite: LDA -1.0085 Ry, exact -0.5000 Ry
done: every assertion held
```
